# Hierarchical equations of motion from the influence functional, derived twice

## The result

A finite system is coupled to harmonic oscillators by

$$H=H_S+VX+H_B,\qquad X=\sum_j g_j(a_j+a_j^\dagger),\qquad \hbar=1,$$

with $V$ Hermitian. At $t=0$ the state is $\rho(0)\otimes\rho_B$, where $\rho_B$ is the thermal state of $H_B=\sum_j\omega_ja_j^\dagger a_j$ at inverse temperature $\beta$. Let $X(t)=e^{iH_Bt}Xe^{-iH_Bt}$, and suppose that for $t\ge0$

$$C(t)=\langle X(t)X(0)\rangle=\sum_k d_k e^{-\nu_kt},\qquad C^*(t)=\sum_k\tilde d_k e^{-\nu_kt}. \tag{1}$$

The $\nu_k$ are distinct, with $\mathrm{Re}\,\nu_k\ge0$. Both expansions use the same exponents, so the set $\{\nu_k\}$ must be closed under complex conjugation; a missing partner is added with coefficient zero. If $\nu_{\bar k}=\nu_k^*$, then $\tilde d_k=(d_{\bar k})^*$.

The reduced density matrix $\rho=\rho_{\mathbf 0}$ belongs to a family $\rho_{\mathbf n}$, labelled by non-negative integers $n_k$, that obeys

$$\begin{aligned}\dot\rho_{\mathbf n}=&-i[H_S,\rho_{\mathbf n}]-\sum_kn_k\nu_k\,\rho_{\mathbf n}-i\sum_k[V,\rho_{\mathbf n+\mathbf e_k}]\\&-i\sum_kn_k\left(d_kV\rho_{\mathbf n-\mathbf e_k}-\tilde d_k\,\rho_{\mathbf n-\mathbf e_k}V\right),\end{aligned}\tag{2}$$

with $\rho_{\mathbf n}(0)=0$ for $\mathbf n\ne\mathbf 0$. Here $\mathbf e_k$ raises $n_k$ by one. Given (1) and the factorized initial state, the infinite set (2) contains no weak-coupling or Markov approximation.

## The bath's response to given forces

Both derivations need one fact about the bath. Replace $V$ by real functions of time, $v_s$ in the forward evolution and $v'_s$ in the backward one. In the interaction picture of $H_B$ the forward evolution is $U[v]=T\exp(-i\int_0^tv_sX(s)\,ds)$, where $T$ puts later times to the left. The influence functional is

$$F[v,v']=\mathrm{Tr}_B\left(U[v]\rho_BU[v']^\dagger\right)=\langle U[v']^\dagger U[v]\rangle .$$

**Removing the time ordering.** Let $A=\int_0^tv_sX(s)ds$ and $B=\int_0^tv'_sX(s)ds$. Since $X$ is linear in $a_j,a_j^\dagger$, the commutator

$$[X(s),X(u)]=C(s-u)-C^*(s-u)=2i\,\mathrm{Im}\,C(s-u)$$

is a number. For an operator $P(t)$ with $[P,\dot P]$ a number, $\frac{d}{dt}e^P=(\dot P+\tfrac12[P,\dot P])e^P$. With $P=-iA$ the extra term is $-\tfrac12[A,\dot A]=\tfrac12[\dot A,A]$, so

$$U[v]=e^{-iA}e^{-i\phi},\qquad \phi=\int_0^tds\int_0^sdu\,v_sv_u\,\mathrm{Im}\,C(s-u).$$

The phase cancels the extra term, because $\tfrac12[\dot A,A]=i\dot\phi$. Let $\phi'$ be the same integral with $v'$. Using $e^Pe^Q=e^{P+Q}e^{[P,Q]/2}$ for a number-valued commutator,

$$F=e^{-i(\phi-\phi')}\,e^{[B,A]/2}\,\langle e^{-i(A-B)}\rangle.\tag{3}$$

**The thermal average.** For one mode let $Y=\alpha a+\alpha^*a^\dagger$, $G(x)=\langle e^{xY}\rangle$ and $\bar n=1/(e^{\beta\omega}-1)$. From $\rho_Ba=e^{\beta\omega}a\rho_B$ and $ae^{xY}=e^{xY}(a+x\alpha^*)$,

$$\langle ae^{xY}\rangle=e^{\beta\omega}\langle e^{xY}a\rangle=e^{\beta\omega}\left(\langle ae^{xY}\rangle-x\alpha^*G\right),$$

hence $\langle ae^{xY}\rangle=x\alpha^*(\bar n+1)G$. In the same way $\langle a^\dagger e^{xY}\rangle=x\alpha\bar nG$. Therefore $G'=x|\alpha|^2(2\bar n+1)G=x\langle Y^2\rangle G$, and $G=e^{x^2\langle Y^2\rangle/2}$. Independent modes multiply. At $x=-i$,

$$\langle e^{-i(A-B)}\rangle=e^{-\langle(A-B)^2\rangle/2}.$$

**Collecting the exponent.** Write every double integral over $s>u$, with $C=C(s-u)$. Because $C(-t)=C^*(t)$, the three contributions have integrands

$$\begin{aligned}-\tfrac12\langle(A-B)^2\rangle&:\ -(v_s-v'_s)(v_u-v'_u)\,\mathrm{Re}\,C,\\ \tfrac12[B,A]&:\ i(v'_sv_u-v_sv'_u)\,\mathrm{Im}\,C,\\ -i(\phi-\phi')&:\ -i(v_sv_u-v'_sv'_u)\,\mathrm{Im}\,C.\end{aligned}$$

The last two add to $-i(v_s-v'_s)(v_u+v'_u)\,\mathrm{Im}\,C$. Combining this with the first gives

$$F=\exp\left\{-\int_0^tds\,(v_s-v'_s)\int_0^sdu\left[C(s-u)v_u-C^*(s-u)v'_u\right]\right\}.\tag{4}$$

## First derivation: differentiating along paths

Insert (1) into (4) and define

$$\Theta_k(t)=\int_0^tdu\,e^{-\nu_k(t-u)}(d_kv_u-\tilde d_kv'_u).$$

The outer integral in (4) has $t$ as its upper limit, so

$$\dot F=-(v_t-v'_t)\sum_k\Theta_kF.\tag{5}$$

The derivative contains the whole past, but through the numbers $\Theta_k$ alone. Their own derivative closes, because an exponential reproduces itself:

$$\dot\Theta_k=-\nu_k\Theta_k+d_kv_t-\tilde d_kv'_t.\tag{6}$$

The first term comes from the $t$ in the exponential and the others from the upper limit. For a general $C$ this step would produce a new function, $\dot C$, and no closed set of this form.

Now let $W_{\mathbf n}=\prod_k(-i\Theta_k)^{n_k}F$. In (5), $-\Theta_k=-i(-i\Theta_k)$. The product rule with (6) then gives

$$\begin{aligned}\dot W_{\mathbf n}=&-\sum_kn_k\nu_kW_{\mathbf n}-i(v_t-v'_t)\sum_kW_{\mathbf n+\mathbf e_k}\\&-i\sum_kn_k(d_kv_t-\tilde d_kv'_t)W_{\mathbf n-\mathbf e_k}.\end{aligned}\tag{7}$$

To restore the system, divide time into slices $\varepsilon$ and alternate the evolution under $H_S$ with that under $VX+H_B$. This product converges to the full evolution as $\varepsilon\to0$. Between free steps insert the eigenstates $V|a\rangle=v_a|a\rangle$. A sequence of eigenstates on each side is a pair of paths, constant on slices, and its bath factor is (4). Define $\rho_{\mathbf n}$ as the sum over all pairs, with their free amplitudes, initial matrix element and weight $W_{\mathbf n}$. Let $\mathcal P_{ab}$ denote the part of that sum whose paths end in $a$ and $b$. One more slice gives

$$\langle a'|\rho_{\mathbf n}(t+\varepsilon)|b'\rangle=\sum_{ab}\langle a'|e^{-iH_S\varepsilon}|a\rangle\langle b|e^{iH_S\varepsilon}|b'\rangle\,\mathcal P_{ab}\left[W_{\mathbf n}+\varepsilon\dot W_{\mathbf n}\right]+O(\varepsilon^2),$$

where $\dot W_{\mathbf n}$ is taken with endpoint values $v_{a'}$ and $v_{b'}$. To first order, the free factors acting on $W_{\mathbf n}$ give $-i\varepsilon[H_S,\rho_{\mathbf n}]$. In the term that already carries $\varepsilon$ they reduce to $\delta_{a'a}\delta_{bb'}$. There, multiplication by $v_{a'}$ is $V$ acting from the left, and multiplication by $v_{b'}$ is $V$ acting from the right. Equation (7) thus becomes (2). At $t=0$ all $\Theta_k$ vanish, which gives the initial condition.

## Second derivation: Gaussian fields and functional derivatives

This route keeps $V$ as an operator and sums over no paths. Let $R(t)$ be a system matrix driven by two number-valued fields:

$$\dot R=-i[H_S,R]-i\xi_tVR+i\eta_tRV,\qquad R(0)=\rho(0).\tag{8}$$

The full density operator, in the interaction picture of $H_B$, obeys the same equation with $X(t)$ acting from the left in place of $\xi_t$ and from the right in place of $\eta_t$. Tracing out the bath therefore means replacing each product of fields in the expansion of $R$ by the correspondingly ordered bath moment.

These moments follow from (4). Define a linear map $E$ on functionals of the fields $z_1=\xi$, $z_2=\eta$ by

$$E[f]=\exp\left\{\frac12\sum_{ab}\int\!\!\int ds\,du\,K_{ab}(s,u)\frac{\delta^2}{\delta z_a(s)\,\delta z_b(u)}\right\}f\,\Big|_{z=0},$$

with $K_{ab}(s,u)=K_{ba}(u,s)$ and, for $s>u$,

$$K_{\xi\xi}=K_{\eta\xi}=C(s-u),\qquad K_{\xi\eta}=K_{\eta\eta}=C^*(s-u).\tag{9}$$

The first label belongs to the later time. Apply $E$ to $\exp(-i\int v\xi+i\int v'\eta)$. Each $\delta/\delta\xi_s$ gives $-iv_s$ and each $\delta/\delta\eta_s$ gives $iv'_s$, so the exponent for $s>u$ is

$$-Cv_sv_u+Cv'_sv_u+C^*v_sv'_u-C^*v'_sv'_u=-(v_s-v'_s)(Cv_u-C^*v'_u).$$

This is the exponent of (4). Since $v$ and $v'$ are arbitrary, all ordered moments agree, and $\rho(t)=E[R(t)]$. For bounded $C$ the expansion converges: if $|C|\le c$ and $\|V\|$ is the norm of $V$, the term of order $2m$ is bounded by $(2t^2\|V\|^2c)^m/m!$, apart from a constant factor. Every finite sum (1) is bounded. The untruncated Drude function below is not: its $d_k$ fall off as $1/k$, so $\mathrm{Re}\,C$ diverges logarithmically as $t\to0$, and this bound does not cover it.

A field multiplying a functional can be removed. Commuting $z_a(t)$ through the exponential in $E$ leaves one derivative, and $z_a(t)$ itself then vanishes at $z=0$. So

$$E[z_a(t)f]=\sum_b\int du\,K_{ab}(t,u)\,E\left[\frac{\delta f}{\delta z_b(u)}\right].\tag{10}$$

If $f$ depends on fields up to time $t$, (9) makes the right side the same for $\xi_t$ and $\eta_t$. With

$$D_k=\int_0^tdu\,e^{-\nu_k(t-u)}\left(d_k\frac{\delta}{\delta\xi_u}+\tilde d_k\frac{\delta}{\delta\eta_u}\right),$$

equation (10) reads

$$E[\xi_tf]=E[\eta_tf]=\sum_kE[D_kf].\tag{11}$$

Define $\rho_{\mathbf n}=E[\prod_kD_k^{n_k}R]$ and differentiate in time. Three kinds of term arise.

- For $u<t$ the functional derivatives of $R(t)$ evolve under (8), since varying $\xi_u$ does not change $\xi_t$. By (11) the field terms become $-i\sum_k[V,\rho_{\mathbf n+\mathbf e_k}]$, beside $-i[H_S,\rho_{\mathbf n}]$.
- The factors $e^{-\nu_k(t-u)}$ give $-\sum_kn_k\nu_k\rho_{\mathbf n}$.
- The upper limits need the derivatives as $u\to t$ from below. From (8), $\delta R(t)/\delta\xi_u\to-iVR(t)$ and $\delta R(t)/\delta\eta_u\to iR(t)V$. There are $n_k$ equal factors, which gives $-in_k(d_kV\rho_{\mathbf n-\mathbf e_k}-\tilde d_k\rho_{\mathbf n-\mathbf e_k}V)$.

Their sum is (2). Equation (11) with $f=R$ also shows what the first tier means. Since $E[\xi_tR]$ stands for a bath trace with $X$ placed last on the left,

$$\sum_k\rho_{\mathbf e_k}=\mathrm{Tr}_B(X\rho_{\rm tot}).\tag{12}$$

The summed first tier is therefore the bath force $X$ averaged jointly with the system state. It contains both the mean-field part $\langle X\rangle\rho$ and the system–bath correlation, and through $-i[V,\cdot\,]$ in (2) it drives $\rho$.

## What each derivation assumes

Both use a harmonic bath, coupling linear in its coordinates, a thermal bath state and no initial correlation. A single temperature is not essential: the thermal average was taken mode by mode, so (4) also holds when different modes have different temperatures, with $C$ the sum of their correlation functions. An anharmonic bath would in general add higher cumulants to (4), and $\Theta_k$ would no longer suffice. An initial correlation would invalidate the starting trace and the condition $\rho_{\mathbf n}(0)=0$. Both also need (1); a term such as $te^{-\nu t}$ lies outside it and needs a further auxiliary variable.

The path derivation uses the eigenbasis of $V$ and the convergence of the sliced evolution. In return, the weights are ordinary numbers, and the auxiliary matrices have an explicit meaning as path sums weighted with the memory variables $\Theta_k$.

The field derivation needs no eigenbasis of $V$ and no slicing. It needs the expansion of $R$ in powers of the fields and the algebraic map $E$. The covariances (9) are complex, but no random process has to be constructed, because (10) follows from the definition of $E$.

The steps from (4) to (2) do not use positivity of the bath spectrum in either derivation. A truncated sum of exponentials still defines (4) and (2), but it need not describe a physical bath, and positivity of $\rho$ is then not guaranteed.

The conjugate pairing in (1) matters when exponents are complex. One undamped mode has $C=g^2[(\bar n+1)e^{-i\omega t}+\bar ne^{i\omega t}]$. Conjugation exchanges the exponents, so $\tilde d=(g^2\bar n,\,g^2(\bar n+1))$. In the numerical check with $\omega=1.5$, $g=0.3$, $\beta=1$ and the two-level system of the last section, compared at $t=3$, this pairing reproduces the full system-plus-mode propagation to rounding error, whereas $\tilde d_k=d_k^*$ puts a matrix element of $\rho$ wrong by 0.15.

## Cutting the hierarchy

Setting all $\rho_{\mathbf n}$ with $\sum_kn_k>L$ to zero is an approximation. For $L=1$ the first tier can be integrated and inserted into the equation for $\rho$:

$$\begin{aligned}\dot\rho&=-i[H_S,\rho]-[V,M(t)],\\ M(t)&=\int_0^tdu\,e^{-iH_S(t-u)}\left[C(t-u)V\rho(u)-C^*(t-u)\rho(u)V\right]e^{iH_S(t-u)}.\end{aligned}$$

This is the second-order master equation with memory. Higher tiers add what it leaves out.

For $\mathrm{Re}\,\nu_k>0$, $|\Theta_k|\le v_{\max}(|d_k|+|\tilde d_k|)/\mathrm{Re}\,\nu_k$, where $v_{\max}$ is the largest $|v_a|$. Stronger coupling raises this bound, and so does slower decay if $d_k$ and $\tilde d_k$ stay fixed. In a Drude bath $d_0$ itself depends on the decay rate, so the depth has to be tested in each case.

## A Drude bath

Let $J(\omega)=\pi\sum_jg_j^2\delta(\omega-\omega_j)=2\lambda\gamma\omega/(\omega^2+\gamma^2)$. Summing the single-mode correlation functions gives

$$C(t)=\frac1\pi\int_0^\infty d\omega\,J(\omega)\left[\coth\frac{\beta\omega}2\cos\omega t-i\sin\omega t\right].$$

For $t>0$ the sine integral gives $-i\lambda\gamma e^{-\gamma t}$. For the cosine part use, with $\nu_k=2\pi k/\beta$,

$$\coth\frac{\beta\omega}2=\frac2\beta\left[\frac1\omega+\sum_{k\ge1}\frac{2\omega}{\omega^2+\nu_k^2}\right],$$

$$\frac{\omega^2}{(\omega^2+\gamma^2)(\omega^2+\nu_k^2)}=\frac1{\gamma^2-\nu_k^2}\left[\frac{\gamma^2}{\omega^2+\gamma^2}-\frac{\nu_k^2}{\omega^2+\nu_k^2}\right],$$

and $\int_0^\infty d\omega\cos\omega t/(\omega^2+a^2)=\pi e^{-at}/(2a)$. The result is

$$\mathrm{Re}\,C=\frac{2\lambda\gamma}\beta\left\{e^{-\gamma t}\left[\frac1\gamma+\sum_{k\ge1}\frac{2\gamma}{\gamma^2-\nu_k^2}\right]+\sum_{k\ge1}\frac{2\nu_ke^{-\nu_kt}}{\nu_k^2-\gamma^2}\right\}.$$

The square bracket is $(\beta/2)\cot(\beta\gamma/2)$, by the partial-fraction series of the cotangent. Hence, for $\gamma\neq\nu_k$,

$$\nu_0=\gamma,\quad d_0=\lambda\gamma\left(\cot\frac{\beta\gamma}2-i\right),\qquad d_k=\frac{4\lambda\gamma}\beta\frac{\nu_k}{\nu_k^2-\gamma^2}\quad(k\ge1).$$

Keep $k\le K$, with $K$ chosen so that $\nu_{K+1}$ is large compared with $\gamma$ and with the frequencies and rates of the system. The condition on $\gamma$ matters because, when some $\nu_k$ lies close to $\gamma$, the coefficients $d_0$ and $d_k$ are large and nearly cancel, so both terms must be kept. An omitted term has real $d_k=\tilde d_k$ and decays before the system changes appreciably. Treating it as instantaneous is a Markov approximation for these terms only, and it makes the memory integral approximately $(d_k/\nu_k)(v_s-v'_s)$. Together these terms add $-r\int_0^t(v_s-v'_s)^2ds$ to the exponent of $F$, and so $-r[V,[V,\rho_{\mathbf n}]]$ to (2). Inverting the cosine transform at zero frequency gives $\int_0^\infty\mathrm{Re}\,C\,dt=\tfrac12\lim_{\omega\to0}J\coth(\beta\omega/2)=2\lambda/(\beta\gamma)$, so

$$r=\frac{2\lambda}{\beta\gamma}-\lambda\cot\frac{\beta\gamma}2-\sum_{k=1}^K\frac{d_k}{\nu_k}.$$

## A biased two-level system

Take $H_S=\tfrac12\epsilon\sigma_z+\tfrac12\Delta\sigma_x$ and $V=\sigma_z$, starting in the upper state of $\sigma_z$. Energies are in units of $\Delta$ and times in $1/\Delta$, with $\epsilon=\gamma=\beta=1$, $\lambda=0.1$ and $K=2$. Then

$$d_0=0.183-0.100i,\qquad d_1=\frac{0.4\times6.283}{6.283^2-1}=0.0653,\qquad d_2=0.0320,$$

$$r=0.2-0.18305-\frac{0.06532}{6.283}-\frac{0.03203}{12.566}=0.0040.$$

The fast term can be checked by dropping the $\sigma_x$ term from $H_S$ while keeping the same units, so that $v=1$ and $v'=-1$ stay fixed and (4) multiplies the coherence by $\exp[-4\int_0^tds\int_0^sdu\,\mathrm{Re}\,C(s-u)]$. Dropping $r$ should raise the coherence at $t=4$ by about $e^{4rt}-1=e^{0.064}-1=6.6\%$. The program finds 6.6% relative to frequency quadrature without $r$, and 0.05% with it.

For $\Delta=1$ the inversion $\langle\sigma_z\rangle$ is:

| $t$ | $L=1$ | $L=2$ | $L=8$ |
|---:|---:|---:|---:|
| 1 | 0.599 | 0.599 | 0.599 |
| 2 | 0.062 | 0.067 | 0.067 |
| 4 | −0.089 | 0.102 | 0.076 |
| 6 | −0.171 | −0.102 | −0.110 |
| 10 | −0.329 | −0.257 | −0.265 |
| 20 | −0.436 | −0.404 | −0.404 |

At $L=8$ the inversion turns negative and then positive again: it is −0.0165 at $t=3$ and 0.076 at $t=4$. These are samples at integer times, not the extrema of the curve. At depth one the samples decrease throughout, from −0.086 at $t=3$ to −0.089 at $t=4$. Over the integer times up to 20, the largest absolute deviation from depth ten is 0.17 for $L=1$, 0.027 for $L=2$ and 0.0004 for $L=4$, which needs 35 matrices. Going from $K=2$ to $K=3$ changes the inversion by at most 0.00013 at these times.

The steady value is −0.4325. The Gibbs state of $H_S$ alone gives $-(1/\sqrt2)\tanh(1/\sqrt2)=-0.4305$, and the hierarchy also gives −0.4305 at $\lambda=0.001$. Digits beyond the fourth depend on the cut at $K$ as well as on $\lambda$. At finite coupling the reduced steady state need not be the Gibbs state of $H_S$; here the inversion differs by 0.002.

## Calculated quantities

```
Units: energy Delta, time 1/Delta, hbar = 1
mode test: omega=1.5 g=0.3 Delta, nbar=0.2872
influence functional, Fock trace: 0.920715+0.022164j
influence functional, formula:    0.920715+0.022164j
  difference: 5.1e-15
hierarchy vs full propagation, t=3.0: 5.2e-15
first tier vs Tr_B(X rho), Delta: 1.1e-15
error with wrong conjugate pairing: 0.1497
path-sum test: lambda=0.25 Delta, K=1, t=1.0
  raw error, 4 slices: 2.47e-03, 8 slices: 6.22e-04
  extrapolated error, index (0, 0): 7.3e-06
  extrapolated error, index (1, 0): 1.1e-05
  extrapolated error, index (0, 1): 1.4e-06
  extrapolated error, index (1, 1): 4.4e-06
  extrapolated error, index (2, 0): 8.4e-06
depth one vs memory equation, Delta: 4.3e-09
C(0.5), spectral integral, Delta^2: 0.113909-0.060653j
C(0.5), exponentials, Delta^2:      0.113909-0.060653j
example: eps=1.0 Delta=1.0 lambda=0.1
  gamma=1.0 Delta, beta=1.0 1/Delta, K=2
  k=0: nu=1.0000 Delta, d=0.18305-0.10000j Delta^2
  k=1: nu=6.2832 Delta, d=0.06532+0.00000j Delta^2
  k=2: nu=12.5664 Delta, d=0.03203+0.00000j Delta^2
  fast-term weight r=0.004007 Delta
dephasing coherence t=4.0, quadrature: 0.042154
  with r: 0.042133, relative error 5.0e-04
  without r: 0.044922, relative error 6.6e-02
<sigma_z>: time(1/Delta), depth 1, depth 2, depth 8
   0   1.0000   1.0000   1.0000
   1   0.5989   0.5985   0.5985
   2   0.0617   0.0672   0.0666
   3  -0.0864  -0.0073  -0.0165
   4  -0.0893   0.1025   0.0760
   5  -0.1236   0.0540   0.0272
   6  -0.1707  -0.1024  -0.1098
   8  -0.2757  -0.1989  -0.2056
  10  -0.3293  -0.2567  -0.2648
  15  -0.4055  -0.3627  -0.3647
  20  -0.4356  -0.4036  -0.4042
depth, number of matrices, max deviation from depth 10
  1    4 1.7e-01
  2   10 2.7e-02
  3   20 3.4e-03
  4   35 3.7e-04
  6   84 4.8e-06
  8  165 3.7e-08
max change K=2 to K=1: 4.4e-04, to K=3: 1.3e-04
steady <sigma_z>, lambda=0.1 Delta: -0.4325
<sigma_z> at t=80 1/Delta: -0.4325
steady <sigma_z>, lambda=0.001 Delta: -0.4305
Gibbs <sigma_z> of H_S alone: -0.4305
```
